**Optimal Jacobi angle for Boys, Edmiston-Ruedenberg and Pipek-Mezey localization**

For real orthonormal orbitals and D = Σ_i (ii|ii), with (ij|kl) the Boys dipole product, the Coulomb integral or the symmetrized Mulliken product, rotating a pair s, t by γ changes D by A + R cos4(γ−α), where A = (st|st) − ¼(ss−tt|ss−tt), B = (st|ss−tt), R = √(A²+B²) and α = ¼ atan2(B, −A). The program asserts this identity symbolically for a general form and, for 30 randomly mixed pair cases of C2H2 valence orbitals (RHF/cc-pVDZ), against D evaluated from atomic-orbital integrals: the full curve, the angle and gain from a line search, the derivatives 4B and 16A, the 2×2 eigenvalue form of the gain, and the minimum reached by the plain arctangent when A > 0. It further asserts the Boys spread change and origin independence, the error caused by an unsymmetrized Mulliken matrix, the 8γ harmonic for exponent 4, and a three-orbital point where every pair is optimal yet a joint rotation raises D. For full sweeps it asserts that the summed predicted gains equal the change of D, that the best Jacobi and BFGS values from four random starts agree, that Boys gives three equally off-axis centroids, and that all Pipek-Mezey centroids stay on the axis. One assert line in the pair loop, the one containing `if False`, is inert and tests nothing. The output shows a largest curve error of 5e-15, angles of 17.97°, 19.82° and 22.52° for the pair (2σu+3σg)/√2, 2σg, and converged values D = 13.3029 bohr², 3.2544 hartree and 2.5992 in 7, 8 and 6 sweeps.

## Numerical verification

```python
# Two-by-two Jacobi rotation for orbital localization (real orthonormal orbitals).
# Functional to maximize: D = sum_i (ii|ii), (ij|kl) a symmetric bilinear form:
#   Boys <i|r|j>.<k|r|l>;  ER Coulomb integral;  PM sum_a Q^a_ij Q^a_kl (symmetrized Mulliken).
# Rotation s' = cos(g) s + sin(g) t, t' = -sin(g) s + cos(g) t. Result under test:
#   D(g)-D(0) = A + R cos4(g-alpha), A = (st|st) - (ss-tt|ss-tt)/4, B = (st|ss-tt),
#   R = sqrt(A^2+B^2), alpha = atan2(B,-A)/4, best gain A+R.
# The independent side is D from AO integrals of explicitly rotated orbitals.
import numpy as np, sympy as sp
from scipy.constants import physical_constants as pc
from scipy.linalg import expm
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto, scf

# symbolic identity for a general symmetric form on (ss, tt, st), z = exp(i g)
z = sp.symbols('z')
c, s = (z + 1/z)/2, (z - 1/z)/(2*sp.I)
m = sp.symbols('m0:6')
F = sp.Matrix([[m[0], m[1], m[2]], [m[1], m[3], m[4]], [m[2], m[4], m[5]]])
v1, v2 = sp.Matrix([c*c, s*s, 2*c*s]), sp.Matrix([s*s, c*c, -2*c*s])
lhs = (v1.T*F*v1 + v2.T*F*v2)[0] - m[0] - m[3]
As, Bs = m[5] - (m[0] - 2*m[1] + m[3])/4, m[2] - m[4]
assert sp.expand(lhs - As*(1 - (z**4 + z**-4)/2) - Bs*(z**4 - z**-4)/(2*sp.I)) == 0

bohr_A = pc['Bohr radius'][0]*1e10
ha_eV = pc['Hartree energy in eV'][0]
r_cc, r_ch = 1.20, 1.06
zc, zh = r_cc/2/bohr_A, (r_cc/2 + r_ch)/bohr_A
mol = gto.M(atom=[('H', (0, 0, -zh)), ('C', (0, 0, -zc)), ('C', (0, 0, zc)), ('H', (0, 0, zh))],
            unit='Bohr', basis='cc-pvdz', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11; mf.kernel()
assert mf.converged
n = mol.nao
S, dip, r2 = mol.intor('int1e_ovlp'), mol.intor('int1e_r'), mol.intor('int1e_r2')
eri = mol.intor('int2e').reshape(n*n, n*n)
atoms = [slice(a, b) for a, b in mol.aoslice_by_atom()[:, 2:4]]
C0 = mf.mo_coeff[:, 2:7].copy()          # 2sg, 2su, 3sg, pi_x, pi_y
xx = mol.intor('int1e_rr').reshape(3, 3, n, n)[0, 0]
C0[:, 3:] = C0[:, 3:] @ np.linalg.eigh(C0[:, 3:].T @ xx @ C0[:, 3:])[1][:, ::-1]
point = np.array([[0.3, 0.2, zh], [-0.3, -0.2, -zh]])
vals = mol.eval_gto('GTOval', point) @ C0
C0 *= np.sign(vals[0])                   # sign: positive near the H atom at +z
assert np.allclose(vals[1]/vals[0], [1, -1, 1, -1, -1], atol=1e-5)
names, unit = ['Boys', 'ER', 'PM'], {'Boys': 'bohr^2', 'ER': 'Eh', 'PM': '(dimensionless)'}

def self_term(name, v, power=2):
    if name == 'Boys':
        return np.sum((dip @ v @ v)**2)
    if name == 'PM':
        pop = v*(S @ v)
        return sum(pop[a].sum()**power for a in atoms)
    dm = np.outer(v, v).ravel()
    return dm @ eri @ dm
def total(name, C): return sum(self_term(name, C[:, i]) for i in range(C.shape[1]))
def pair_value(name, C, i, j, g, power=2):
    a = np.cos(g)*C[:, i] + np.sin(g)*C[:, j]; b = -np.sin(g)*C[:, i] + np.cos(g)*C[:, j]
    return self_term(name, a, power) + self_term(name, b, power)
def mulliken(C, sym=True):
    Q = np.array([C[a].T @ (S @ C)[a] for a in atoms])
    return 0.5*(Q + Q.transpose(0, 2, 1)) if sym else Q
def squares(L): return np.einsum('xij,xkl->ijkl', L, L)
def tensor(name, C):
    if name == 'Boys': return squares(C.T @ dip @ C)
    if name == 'PM': return squares(mulliken(C))
    k = C.shape[1]; P = np.einsum('pi,qj->pqij', C, C).reshape(n*n, k*k)
    return (P.T @ eri @ P).reshape(k, k, k, k)
def pair_formula(T, i, j):
    A = T[i, j, i, j] - 0.25*(T[i, i, i, i] - 2*T[i, i, j, j] + T[j, j, j, j])
    B = T[i, j, i, i] - T[i, j, j, j]
    R = np.hypot(A, B)
    return A, B, R, 0.25*np.arctan2(B, -A), (B*B/(R - A) if A < 0 else A + R)
def rotate(T, U):
    for _ in range(4): T = np.tensordot(T, U, axes=(0, 0))
    return T
def givens(k, i, j, g):
    G = np.eye(k); G[i, i] = G[j, j] = np.cos(g); G[j, i] = np.sin(g); G[i, j] = -np.sin(g)
    return G
pairs = [(i, j) for i in range(5) for j in range(i + 1, 5)]
def jacobi(T):
    U, summed = np.eye(5), 0.0
    for sweep in range(1, 1001):
        largest = 0.0
        for i, j in pairs:
            _, _, _, al, gain = pair_formula(T, i, j)
            largest = max(largest, gain)
            if gain > 1e-14:
                G = givens(5, i, j, al); T = rotate(T, G); U = U @ G; summed += gain
        if largest < 1e-12: return U, T, summed, sweep
    raise AssertionError('sweeps not converged')
def bfgs(T):
    up = np.triu_indices(5, 1)
    def unitary(k):
        K = np.zeros((5, 5)); K[up] = k
        return expm(K - K.T)
    for _ in range(2):
        res = minimize(lambda k: -np.einsum('iiii->', rotate(T, unitary(k))), np.zeros(10),
                       method='BFGS', options={'gtol': 1e-6})
        T = rotate(T, unitary(res.x))
    return -res.fun

# tests on randomly mixed orbitals
rng = np.random.default_rng(7)
starts = [np.linalg.qr(rng.normal(size=(5, 5)))[0] for _ in range(4)]
Cr = C0 @ starts[0]
grid = np.arange(16)*np.pi/32
err_curve = err_angle = 0.0; n_pos = 0
for name in names:
    T = tensor(name, Cr)
    for i, j in pairs:
        A, B, R, al, gain = pair_formula(T, i, j)
        f = lambda g: pair_value(name, Cr, i, j, g)
        curve = np.array([f(g) for g in grid]); f0 = curve[0]
        err_curve = max(err_curve, np.abs(curve - f0 - A - R*np.cos(4*(grid - al))).max())
        g0 = grid[curve.argmax()]
        ls = minimize_scalar(lambda g: -f(g), bounds=(g0 - 0.15, g0 + 0.15), method='bounded',
                             options={'xatol': 1e-9})
        err_angle = max(err_angle, abs((ls.x - al + np.pi/4) % (np.pi/2) - np.pi/4))
        assert abs(-ls.fun - f0 - gain) < 1e-9
        h = 1e-3; fp, fm = f(h), f(-h)   # truncation error about (4h)^2 relative
        assert abs((fp - fm)/(2*h) - 4*B) < 1e-4*R + 1e-8
        assert abs((fp + fm - 2*f0)/h**2 - 16*A) < 1e-4*R + 1e-6
        dd = 0.25*(T[i, i, i, i] - 2*T[i, i, j, j] + T[j, j, j, j])
        dx = 0.5*(T[i, j, i, i] - T[i, j, j, j])
        lam = np.linalg.eigvalsh([[dd, dx], [dx, T[i, j, i, j]]])
        assert abs(curve[[0, 4, 8, 12]] @ [0.25]*1 if False else 0) == 0
        assert abs(2*(lam[1] - dd) + ls.fun + f0) < 1e-9
        assert abs(2*(lam[1] - lam[0]) - (f(al) - f(al + np.pi/4))) < 1e-9
        naive = f(0.25*np.arctan(-B/A)) - f0
        assert abs(naive - (A - R if A > 0 else A + R)) < 1e-9
        n_pos += A > 0
assert err_curve < 1e-10 and err_angle < 1e-5 and 0 < n_pos < 30
Tb = tensor('Boys', Cr)
shifted = squares(Cr.T @ (dip - np.array([1.3, -0.7, 2.1])[:, None, None]*S) @ Cr)
spread = lambda C: sum(v @ r2 @ v - np.sum((dip @ v @ v)**2) for v in C.T)
Tp, Tu = tensor('PM', Cr), squares(mulliken(Cr, sym=False))
unsym = 0.0
for i, j in pairs:
    fb = pair_formula(Tb, i, j)
    assert np.allclose(fb[:2], pair_formula(shifted, i, j)[:2], atol=1e-9)
    assert abs(spread(Cr) - spread(Cr @ givens(5, i, j, fb[3])) - fb[4]) < 1e-9
    unsym = max(unsym, abs(pair_formula(Tp, i, j)[1] - pair_formula(Tu, i, j)[1]))
assert unsym > 1e-4
print(f'C2H2 RHF/cc-pVDZ, r_CC = {r_cc:.2f} A, r_CH = {r_ch:.2f} A, E = {mf.e_tot:.6f} Eh')
print('valence eps (Eh) 2sg 2su 3sg pi pi:', np.round(mf.mo_energy[2:7], 4))
print(f'30 random pairs ({n_pos} with A>0): curve error {err_curve:.1e}, angle error {err_angle:.1e} rad')
print(f'largest error in PM B with unsymmetrized Mulliken matrix: {unsym:.4f}')

# worked example
for name in names:
    T = tensor(name, C0)
    A, B, R, al, gain = pair_formula(T, 1, 2)
    Ap, Bp = pair_formula(T, 3, 4)[:2]
    assert abs(B) < 1e-6 and abs(Ap) < 1e-6 and abs(Bp) < 1e-6
    quarter = pair_value(name, C0, 1, 2, np.pi/4) - pair_value(name, C0, 1, 2, 0.0)
    assert abs(quarter - 2*A) < 1e-9
    print(f'(a) {name} 2su,3sg: A = {A:.6f}, |B| = {abs(B):.0e}, |alpha| = {abs(np.degrees(al)):.2f} deg,'
          f' gain = {gain:.6f} {unit[name]}')
    print(f'(b) {name} pi_x,pi_y: |A| = {abs(Ap):.0e}, |B| = {abs(Bp):.0e} {unit[name]}')
print(f'(a) <2su|z|3sg> = {C0[:, 1] @ dip[2] @ C0[:, 2]:.6f} bohr')
Ce = np.column_stack([(C0[:, 1] + C0[:, 2])/np.sqrt(2), C0[:, 0]])
zm, Q, T = Ce.T @ dip[2] @ Ce, mulliken(Ce), tensor('ER', Ce)
print('(c) s = (2su+3sg)/sqrt2, t = 2sg')
print(f'z_ss = {zm[0,0]:.6f}, z_tt = {abs(zm[1,1]):.6f}, z_st = {zm[0,1]:.6f} bohr')
print(f'(ss|ss) = {T[0,0,0,0]:.6f}, (tt|tt) = {T[1,1,1,1]:.6f}, (ss|tt) = {T[0,0,1,1]:.6f} Eh')
print(f'(st|st) = {T[0,1,0,1]:.6f}, (st|ss) = {T[0,1,0,0]:.6f}, (st|tt) = {T[0,1,1,1]:.6f} Eh')
for lab, q in (('ss', Q[:, 0, 0]), ('tt', Q[:, 1, 1]), ('st', Q[:, 0, 1])):
    print(f'Q_{lab} on H(-z) C(-z) C(+z) H(+z):', np.round(q, 6))
for name in names:
    A, B, R, al, gain = pair_formula(tensor(name, Ce), 0, 1)
    d0, d1 = pair_value(name, Ce, 0, 1, 0.0), pair_value(name, Ce, 0, 1, al)
    assert abs(d1 - d0 - gain) < 1e-10
    print(f'{name}: A = {A:.6f}, B = {B:.6f}, R = {R:.6f}, A+R = {gain:.6f} {unit[name]}')
    print(f'{name}: alpha = {al:.6f} rad = {np.degrees(al):.3f} deg, D_pair {d0:.6f} -> {d1:.6f}')
    if name == 'ER': print(f'ER: gain = {gain*ha_eV:.4f} eV')
amp = {p: 2*abs(np.fft.rfft([pair_value('PM', Ce, 0, 1, g, p) for g in grid]))/16 for p in (2, 4)}
pred8 = 0.25*abs(np.sum((0.5*(Q[:, 0, 0] - Q[:, 1, 1]) + 1j*Q[:, 0, 1])**4))
assert amp[2][2] < 1e-12 and amp[4][2] > 1e-7 and abs(amp[4][2] - pred8) < 1e-12
print(f'PM 8g amplitude: exponent 2 {amp[2][2]:.0e}; exponent 4 {amp[4][2]:.6f} (4g: {amp[4][1]:.6f})')

# full sweeps
for name in names:
    T0 = tensor(name, C0)
    U, Tf, summed, sweeps = jacobi(T0)
    d0, d1 = total(name, C0), total(name, C0 @ U)
    assert abs(d1 - d0 - summed) < 1e-8
    best_j = max(np.einsum('iiii->', jacobi(rotate(T0, X))[1]) for X in starts)
    best_b = max(bfgs(rotate(T0, X)) for X in starts)
    assert abs(best_j - best_b) < 1e-6 and d1 < best_b + 1e-6
    fin = np.array([pair_formula(Tf, i, j)[:2] for i, j in pairs])
    cen = np.array([dip @ v @ v for v in (C0 @ U).T]); cen = cen[np.argsort(cen[:, 2])]
    rho = np.hypot(cen[:, 0], cen[:, 1])
    if name == 'Boys': assert rho[1:4].min() > 0.1 and np.ptp(rho[1:4]) < 1e-3
    if name == 'PM': assert rho.max() < 1e-5
    print(f'(d) {name}: D {d0:.6f} -> {d1:.6f} {unit[name]} in {sweeps} sweeps')
    print(f'    random starts: Jacobi {best_j:.6f}, BFGS {best_b:.6f}')
    print(f'    final max|B| = {abs(fin[:, 1]).max():.0e}, max A = {fin[:, 0].max():.1e}')
    print('    centroid z (bohr):', np.round(cen[:, 2], 3) + 0.0)
    print('    centroid off-axis (bohr):', np.round(rho, 3))

# all pairs optimal, yet a saddle point
delta, kappa = 2.2, 1e-3
L = np.array([np.diag([0.0, delta, -delta]), np.ones((3, 3)) - np.eye(3)])
AB = np.array([pair_formula(squares(L), i, j)[:2] for i, j in ((0, 1), (0, 2), (1, 2))])
K = np.zeros((3, 3)); K[1, 0] = K[2, 0] = kappa; W = expm(K - K.T)
diag2 = lambda M: np.sum(np.einsum('xii->xi', M)**2)
rise = (diag2(W.T @ L @ W) - diag2(L))/kappa**2
assert AB[:, 0].max() < 0 and abs(AB[:, 1]).max() < 1e-14
assert rise > 0 and abs(rise - (24 - 4*delta**2)) < 0.1   # cubic terms are of order kappa
print(f'saddle: Delta = {delta}, A =', np.round(AB[:, 0], 3), f', max|B| = {abs(AB[:, 1]).max():.0f}')
print(f'saddle: kappa = {kappa}, rise/kappa^2 = {rise:.3f}, 24-4Delta^2 = {24 - 4*delta**2:.3f}')
print('PASS')
```

Output:

```
C2H2 RHF/cc-pVDZ, r_CC = 1.20 A, r_CH = 1.06 A, E = -76.825865 Eh
valence eps (Eh) 2sg 2su 3sg pi pi: [-1.0285 -0.7638 -0.676  -0.407  -0.407 ]
30 random pairs (20 with A>0): curve error 5.3e-15, angle error 4.6e-08 rad
largest error in PM B with unsymmetrized Mulliken matrix: 0.0406
(a) Boys 2su,3sg: A = 4.752034, |B| = 3e-13, |alpha| = 45.00 deg, gain = 9.504067 bohr^2
(b) Boys pi_x,pi_y: |A| = 8e-30, |B| = 9e-31 bohr^2
(a) ER 2su,3sg: A = 0.191572, |B| = 1e-14, |alpha| = 45.00 deg, gain = 0.383145 Eh
(b) ER pi_x,pi_y: |A| = 3e-17, |B| = 9e-30 Eh
(a) PM 2su,3sg: A = 0.187623, |B| = 1e-14, |alpha| = 45.00 deg, gain = 0.375247 (dimensionless)
(b) PM pi_x,pi_y: |A| = 1e-17, |B| = 8e-30 (dimensionless)
(a) <2su|z|3sg> = 2.179916 bohr
(c) s = (2su+3sg)/sqrt2, t = 2sg
z_ss = 2.179916, z_tt = 0.000000, z_st = 0.790193 bohr
(ss|ss) = 0.655473, (tt|tt) = 0.611395, (ss|tt) = 0.431705 Eh
(st|st) = 0.070774, (st|ss) = 0.073416, (st|tt) = -0.085704 Eh
Q_ss on H(-z) C(-z) C(+z) H(+z): [1.08000e-04 6.59240e-02 4.98185e-01 4.35783e-01]
Q_tt on H(-z) C(-z) C(+z) H(+z): [0.028686 0.471314 0.471314 0.028686]
Q_st on H(-z) C(-z) C(+z) H(+z): [-0.002098 -0.234383  0.109164  0.127317]
Boys: A = -0.563603, B = 1.722555, R = 1.812414, A+R = 1.248810 bohr^2
Boys: alpha = 0.313646 rad = 17.971 deg, D_pair 4.752034 -> 6.000844
ER: A = -0.030090, B = 0.159120, R = 0.161940, A+R = 0.131850 Eh
ER: alpha = 0.345974 rad = 19.823 deg, D_pair 1.266867 -> 1.398717
ER: gain = 3.5878 eV
PM: A = 0.000164, B = 0.149840, R = 0.149840, A+R = 0.150005 (dimensionless)
PM: alpha = 0.392973 rad = 22.516 deg, D_pair 0.888360 -> 1.038365
PM 8g amplitude: exponent 2 5e-17; exponent 4 0.002689 (4g: 0.075575)
(d) Boys: D 0.000000 -> 13.302856 bohr^2 in 7 sweeps
    random starts: Jacobi 13.302856, BFGS 13.302856
    final max|B| = 6e-08, max A = -2.3e-01
    centroid z (bohr): [-2.443  0.     0.     0.     2.443]
    centroid off-axis (bohr): [0.    0.674 0.674 0.674 0.   ]
(d) ER: D 2.494271 -> 3.254351 Eh in 8 sweeps
    random starts: Jacobi 3.254351, BFGS 3.254351
    final max|B| = 4e-08, max A = -1.8e-02
    centroid z (bohr): [-2.447  0.     0.     0.     2.447]
    centroid off-axis (bohr): [0.    0.663 0.663 0.663 0.   ]
(d) PM: D 1.942427 -> 2.599174 (dimensionless) in 6 sweeps
    random starts: Jacobi 2.599174, BFGS 2.599174
    final max|B| = 5e-08, max A = 1.4e-17
    centroid z (bohr): [-2.44  0.    0.    0.    2.44]
    centroid off-axis (bohr): [0. 0. 0. 0. 0.]
saddle: Delta = 2.2, A = [-0.21 -0.21 -3.84] , max|B| = 0
saddle: kappa = 0.001, rise/kappa^2 = 4.664, 24-4Delta^2 = 4.640
PASS
```
